\section*{Richardson Extrapolation When the Order of Convergence Is Unknown}

\section{An atom on a grid}

Suppose the ground-state energy of hydrogen is computed on a radial grid of spacing $h$. The atom has no grid, so the wanted energy is the limit $h\to0$. A computer supplies energies only at finite $h$. Can a few of them reveal both how fast the error falls and where the sequence is going? And can they warn us when the grid is too coarse for that question to have a useful answer?

Take a nonrelativistic electron and a fixed point nucleus. For zero angular momentum the function $u(r)=rR(r)$, where $R$ is the radial wavefunction, obeys
\begin{equation}
-\frac{\hbar^2}{2m}u''-\frac{e^2}{4\pi\varepsilon_0 r}u=Eu,\qquad u(0)=0 .
\end{equation}
Let $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and $E_h=\hbar^2/(ma_0^2)=e^2/(4\pi\varepsilon_0a_0)$. Put $r_j=jh$ and $s=h/a_0$, replace $u''$ by $(u_{j+1}-2u_j+u_{j-1})/h^2$, and divide by $E_h$:
\begin{equation}
-\frac{u_{j+1}-2u_j+u_{j-1}}{2s^2}-\frac{u_j}{js}=\frac{E}{E_h}u_j .
\label{grid}
\end{equation}
This grid problem can be solved by hand. Try $u_j=j e^{-j\theta}$ with $\theta>0$, which vanishes at $j=0$ and decays at large $j$. Then
\begin{align}
u_{j+1}+u_{j-1}
&=je^{-j\theta}(e^{-\theta}+e^{\theta})+e^{-j\theta}(e^{-\theta}-e^{\theta})\nonumber\\
&=u_j\left(2\cosh\theta-\frac{2\sinh\theta}{j}\right).
\end{align}
Inserting this in \eqref{grid} and dividing by $u_j$ gives
\begin{equation}
-\frac{\cosh\theta-1}{s^2}+\frac1j\left(\frac{\sinh\theta}{s^2}-\frac1s\right)=\frac{E}{E_h}.
\end{equation}
The right side does not depend on $j$, so the bracket must vanish: $\sinh\theta=s$. Since $\cosh\theta=\sqrt{1+s^2}$,
\begin{equation}
\frac{E(s)}{E_h}=-\frac{\sqrt{1+s^2}-1}{s^2}=-\frac{1}{1+\sqrt{1+s^2}} .
\label{closed}
\end{equation}
This is the lowest level. The couplings between neighbouring points in \eqref{grid} are negative, so replacing a trial vector by its absolute values cannot raise its energy; the lowest eigenvector can therefore be chosen nonnegative. It cannot be orthogonal to our strictly positive solution, whereas eigenvectors with different energies are orthogonal. The two energies are thus equal.

The limit is $-E_h/2=-13.605693$ eV, with $E_h=27.211386$ eV. It is the limit of this model; nuclear motion and relativistic effects are left out. We keep this value aside to judge the extrapolation, which will see only the grid energies.

\section{Three energies by hand}

For $s=1/2,\,1/4,\,1/8$, equation \eqref{closed} gives
\[
A_0=-12.847474,\quad A_1=-13.399499,\quad A_2=-13.552957\ \text{eV}.
\]
Assume for the moment that the error is a single power, $A_k=A_*+ah_k^p$, with $h_k=h_0/2^k$. There are three unknowns: the limit $A_*$, the amplitude $a$ and the order $p$. Subtraction removes the limit:
\begin{equation}
D_0=A_0-A_1=0.552025\ \text{eV},\qquad D_1=A_1-A_2=0.153458\ \text{eV}.
\end{equation}
In the assumed model $D_0=ah_0^p(1-2^{-p})$ and $D_1=2^{-p}D_0$. Hence
\begin{equation}
p=\log_2\frac{D_0}{D_1}=\log_2 3.597=1.847 .
\end{equation}
To find the remaining error of $A_2$, write $x=2^{-p}=D_1/D_0$. Because $D_1=ah_1^p(1-x)$ and $ah_2^p=x\,ah_1^p$,
\begin{equation}
A_2-A_*=\frac{x}{1-x}D_1=\frac{D_1^2}{D_0-D_1}.
\end{equation}
The extrapolated energy is therefore
\begin{equation}
T=A_2-\frac{D_1^2}{D_0-D_1}
=-13.552957-\frac{0.153458^2}{0.398567}=-13.61204\ \text{eV}.
\end{equation}
Its error is $-0.0063$ eV, compared with $+0.0527$ eV for the finest grid used.

Now use the same formulas on $s=4,2,1$. The energies are $-5.31150$, $-8.40878$ and $-11.27133$ eV, so $D_0=3.09728$ eV and $D_1=2.86254$ eV. The order comes out positive, $p=0.114$, but $T=-46.2$ eV. Three equations have been solved for three unknowns, and nothing is left over to show that the model was wrong.

A fourth energy supplies the missing evidence. If the ratio $D_0/D_1=1.082$ persisted, the next difference would be $2.86254/1.082=2.65$ eV. The energy at $s=1/2$ gives $1.58$ eV instead, and the order from $s=2,1,1/2$ is $0.861$. The order has not settled.

\section{The general formulas}

Let the step be refined by any fixed factor $r>1$, $h_k=h_0/r^k$, and let
\begin{equation}
A_k=A_*+\alpha_k+\beta_k+\cdots,\quad
\alpha_k=ah_k^p,\quad \beta_k=bh_k^q,\quad 0<p<q,
\label{model}
\end{equation}
with $a\neq0$ and constant $a,b$. The asymptotic regime is the range of small $h$ in which $\beta_k$ and the omitted terms are small compared with $\alpha_k$. With $D_k=A_k-A_{k+1}$, the observed order and the extrapolated value are
\begin{equation}
p_k=\frac{\ln(D_k/D_{k+1})}{\ln r},\qquad
T_k=A_{k+2}-\frac{D_{k+1}^2}{D_k-D_{k+1}} .
\label{aitken}
\end{equation}
The second expression is Aitken's formula. It is also Richardson's formula for a given order,
\begin{equation}
\frac{r^pA_{k+2}-A_{k+1}}{r^p-1}=A_{k+2}-\frac{D_{k+1}}{r^p-1},
\label{known}
\end{equation}
with $r^p$ replaced by the observed ratio $D_k/D_{k+1}$.

\subsection{What the second term does to the limit}

Set $x=r^{-p}$ and $y=r^{-q}$. Each refinement multiplies $\alpha_k$ by $x$ and $\beta_k$ by $y$, so
\begin{align}
D_k&=\alpha_k(1-x)+\beta_k(1-y),\nonumber\\
D_{k+1}&=x\alpha_k(1-x)+y\beta_k(1-y),\\
D_k-D_{k+1}&=\alpha_k(1-x)^2+\beta_k(1-y)^2 .\nonumber
\end{align}
To first order in $\beta_k/\alpha_k$, squaring the second line and dividing by the third gives
\begin{equation}
\frac{D_{k+1}^2}{D_k-D_{k+1}}
=x^2\alpha_k+\beta_k\left[\frac{2xy(1-y)}{1-x}-\frac{x^2(1-y)^2}{(1-x)^2}\right].
\end{equation}
Subtract this from $A_{k+2}-A_*=x^2\alpha_k+y^2\beta_k$. The leading error cancels and the rest is a perfect square:
\begin{equation}
T_k-A_*=\beta_k\left[y-\frac{x(1-y)}{1-x}\right]^2
=\beta_k\left(\frac{x-y}{1-x}\right)^2 .
\label{error}
\end{equation}
The error has risen from order $p$ to order $q$, although neither exponent was supplied.

\subsection{What it does to the observed order}

Factor the differences as
\begin{equation}
D_k=\alpha_k(1-x)(1+\epsilon_k),\qquad
\epsilon_k=\frac{\beta_k(1-y)}{\alpha_k(1-x)},\qquad
\epsilon_{k+1}=\frac yx\,\epsilon_k .
\end{equation}
For small $\epsilon_k$, $\ln(1+\epsilon_k)\approx\epsilon_k$, so
\begin{equation}
p_k\approx p+\frac{\epsilon_k-\epsilon_{k+1}}{\ln r}
=p+\frac{(1-y/x)\epsilon_k}{\ln r}.
\end{equation}
Define the drift $\Delta_k=p_{k+1}-p_k$. Using $\epsilon_{k+1}=(y/x)\epsilon_k$ once more,
\begin{equation}
\Delta_k\approx-\frac{(1-y/x)^2\epsilon_k}{\ln r},\qquad
\frac{\Delta_k}{\Delta_{k+1}}\approx\frac xy=r^{q-p}.
\label{drift}
\end{equation}
The order itself converges, and the shrinking of its drift reveals the gap $q-p$.

The drift also tells how well the extrapolation worked. Divide \eqref{error} by the leading error $x^2\alpha_k$ of the finest result in the triple, and use $\beta_k/\alpha_k=\epsilon_k(1-x)/(1-y)$:
\begin{equation}
f_k=\frac{T_k-A_*}{A_{k+2}-A_*}
\approx\frac{(1-y/x)^2\epsilon_k}{(1-x)(1-y)}
\approx-\frac{\ln r}{(1-x)(1-y)}\,\Delta_k .
\label{fraction}
\end{equation}
For $r=2$, $p=2$, $q=4$ the prefactor is $0.693/(0.75\times0.9375)=0.986$. In that case $|\Delta_k|$ is nearly the fraction of the finest error that survives.

\section{Recognizing the asymptotic regime}

A window of four successive results gives three differences, two orders and one drift. The following rule uses them.
\begin{enumerate}
\item If a difference is zero or no larger than the numerical noise, stop: no order can be read from it.
\item If either ratio $D_k/D_{k+1}$ or $D_{k+1}/D_{k+2}$ is at most one, reject the window. A decaying power requires both to exceed one.
\item If $|\Delta_k|>0.2$, reject the window. Refine further only if noise in the results is too small to explain the drift.
\item Otherwise accept $T_k$ provisionally. The window also contains $T_{k+1}$, whose leading error is smaller by the factor $y$ according to \eqref{error}.
\end{enumerate}
The limit $0.2$ is a convention. By \eqref{fraction} it corresponds to roughly a fifth of the error surviving when the prefactor is near one; for other exponents the prefactor should be evaluated. The limit is meant for $r=2$. When $r$ is close to one, neighbouring triples cover almost the same steps and the drift is small even on coarse grids: for hydrogen, \eqref{closed} with $r=1.1$ and coarsest step $s=2^{5/4}$ gives ratios above one and a drift of $0.097$, yet $T_k\approx-295$ eV.

For hydrogen with $r=2$ the windows give the following values, where $s$ is the coarsest step in the window and $f_k$ uses the known limit.
\begin{center}
\begin{tabular}{rrrrr}
$s$ & $p_k$ & $\Delta_k$ & $T_k$ (eV) & $f_k$\\
\hline
16 & $-0.717$ & 0.293 & 0.586 & 1.711\\
8 & $-0.424$ & 0.538 & 3.758 & 3.341\\
4 & 0.114 & 0.747 & $-46.180$ & $-13.954$\\
2 & 0.861 & 0.653 & $-14.779$ & $-1.547$\\
1 & 1.514 & 0.333 & $-13.697$ & $-0.443$\\
1/2 & 1.847 & 0.112 & $-13.6120$ & $-0.120$\\
1/4 & 1.959 & 0.031 & $-13.6061$ & $-0.031$
\end{tabular}
\end{center}
The first two windows fail the ratio condition, the next three fail the drift condition, and the last two are accepted. In the accepted rows $f_k$ is close to $-\Delta_k$, as \eqref{fraction} predicts.

The coarse rows have a physical cause. When $s\gg1$, \eqref{closed} gives $E\approx-E_h/s$, the Coulomb energy at distance $h$ from the nucleus: the electron sits almost entirely on the first grid point. Halving the step then doubles the energy, successive differences double too, and the order tends to $-1$. The grid is describing its own spacing, not the atom.

On fine grids, expanding the square root in \eqref{closed} gives
\begin{equation}
\frac{E}{E_h}=-\frac12+\frac{s^2}{8}-\frac{s^4}{16}+\cdots,
\end{equation}
so $p=2$ and $q=4$. The finest three grids, down to $s=1/32$, give an observed order of $1.990$. The last two drifts give $q-p\approx1.87$, still approaching $2$.

\section{The tableau}

The values $T_k$ form a new sequence whose leading error is again a power of $h_k$, so the same elimination can be repeated. Let $T_k^{(0)}=A_k$ and
\begin{equation}
T_k^{(j+1)}=T_{k+2}^{(j)}-
\frac{\bigl(T_{k+1}^{(j)}-T_{k+2}^{(j)}\bigr)^2}
{T_k^{(j)}-2T_{k+1}^{(j)}+T_{k+2}^{(j)}} .
\end{equation}
The denominator is the difference of two successive differences, as in \eqref{aitken}. Each column is two entries shorter than the one before. The five finest hydrogen grids, $s=1/2$ to $1/32$, give in eV
\begin{center}
\begin{tabular}{lll}
$j=0$ & $j=1$ & $j=2$\\
\hline
$-12.847474$ & $-13.612042$ & $-13.6056924$\\
$-13.399499$ & $-13.606103$ &\\
$-13.552957$ & $-13.605719$ &\\
$-13.592432$ & &\\
$-13.602373$ & &
\end{tabular}
\end{center}
The differences in column 1 are $-0.005939$ and $-0.000384$ eV. Their ratio gives an order of $3.95$, close to $q=4$. The errors of the last entries in the three columns are $3.3\times10^{-3}$, $2.6\times10^{-5}$ and $7\times10^{-7}$ eV in magnitude.

Without the known limit, the step from the last entry of column 1 to column 2 is the available error estimate. It is $2.7\times10^{-5}$ eV, which measures the error of column 1; here column 2 is much better. It is an estimate, not a bound. Column 1 has three entries and therefore no drift of its own. A sixth energy inside the asymptotic regime would be needed to test it.

\subsection{When theory supplies the exponents}

Applying \eqref{known} to two neighbouring results with the true $p$ removes $\alpha_k$ at the cost of one entry per column. The hydrogen series contains even powers of $s$, so the exponents $2,4,6,8$ may be used in turn. The same five energies then give $-13.605693$ eV, with an error below $10^{-8}$ eV. Knowledge of the exponents is worth having.

A wrong exponent $p'$ used for a whole column forfeits the gain in order. Applied to $A_k$ and $A_{k+1}$, it leaves the leading error
\begin{equation}
\frac{r^{p'}\alpha_{k+1}-\alpha_k}{r^{p'}-1}
=\alpha_k\,\frac{r^{p'-p}-1}{r^{p'}-1},
\end{equation}
which is still of order $h^p$. For $r=2$, $p=2$, $p'=1.9$ the factor is $-0.025$: the error is smaller, but its order has not improved. Aitken's formula avoids this because its exponent is re-estimated in each triple. The mistake $p_k-p$ is proportional to $h_k^{q-p}$, and multiplying it by $\alpha_k\propto h_k^p$ gives an error of order $h_k^q$.

\section{Where the method fails}

\subsection{Too fine for the noise}

Let each result carry an error $\delta_k$ with $|\delta_k|\le\eta$. To first order,
\begin{equation}
\ln r\,\delta p_k=\frac{\delta_k-\delta_{k+1}}{D_k}
-\frac{\delta_{k+1}-\delta_{k+2}}{D_{k+1}} .
\end{equation}
When the differences have the same sign, the worst case is alternating errors of size $\eta$, so
\begin{equation}
|\delta p_k|\le\frac{2\eta}{\ln r}\left(\frac1{|D_k|}+\frac1{|D_{k+1}|}\right)
\end{equation}
to this order. For the three finest hydrogen grids the differences are $0.03948$ and $0.00994$ eV. Rounding the energies to $0.001$ eV means $\eta=0.0005$ eV and a possible shift of $0.18$. The actual rounded energies, $-13.553$, $-13.592$ and $-13.602$ eV, give $\log_2 3.9=1.963$ instead of $1.990$. Another halving would make the differences about four times smaller and the bound about four times larger. Indeed, adding the rounded energy at $s=1/64$, $-13.605$ eV, gives a third difference of $0.003$ eV and a drift of $-0.23$, so the window is rejected because of the rounding alone. Refinement thus reduces the discretization error while making the order harder to read.

\subsection{A slow term in hiding}

Consider the dimensionless sequence $A(h)=1+h^2+0.001\,h^{1/4}$ at $h=1,1/2,1/4,1/8$. Its two observed orders are $1.999$ and $1.998$, and the window is accepted. Yet as $h\to0$ the term $h^{1/4}$ dominates, so the true asymptotic order is $1/4$.

The derivation of \eqref{error} needed $\beta_k$ to be small, not $q>p$, so it applies here with $x=1/4$ and $y=2^{-1/4}=0.841$. The square is $0.621$: most of the slow term survives. From one triple to the next it changes by only $16\%$. The second extrapolated value has an error of $5.2\times10^{-4}$, but differs from the first by only $1.0\times10^{-4}$. A steady order is necessary evidence for the asymptotic regime, not proof of it.

\subsection{A grid that misses a boundary}

An electron is confined by hard walls to $0<z<L$, with $L=1$ nm and a potential $V_0=1$ eV on the left third. For $E<V_0$ the solutions are $\sinh\kappa z$ on the left and $\sin k(L-z)$ on the right, where $\hbar^2\kappa^2=2m(V_0-E)$ and $\hbar^2k^2=2mE$. Equating $\psi'/\psi$ at $z=L/3$ gives
\begin{equation}
\kappa\coth\frac{\kappa L}{3}=-k\cot\frac{2kL}{3},
\end{equation}
whose lowest root, found numerically, is $E=0.509534$ eV.

Now use three-point differences with $N=32,64,128,256,512$ intervals, and diagonalize each matrix numerically. The errors are $-5.78$, $+2.27$, $-1.29$, $+0.61$ and $-0.31$ meV. Their signs alternate because $N/3$ has fractional part $2/3$, then $1/3$, and so on. In a grid sum each point stands for a cell of width $h$, so the potential effectively ends midway between two points. That midpoint lies $h/6$ to the left of the true step, then $h/6$ to the right. First-order perturbation theory gives the energy error $\mp(h/6)V_0|\psi(L/3)|^2$ for normalized $\psi$.

The leading error is thus multiplied by $-1/2$ at each doubling, and the ratio of differences tends to $-2$. The computed ratios are $-2.26$, $-1.88$ and $-2.06$. The logarithm of a negative number gives no real order, and further doubling keeps the ratio negative, although it halves the error each time. The formula for $T_k$ in \eqref{aitken} does not need a positive ratio: it cancels any error that is multiplied by a fixed factor at each step, here $-1/2$. The three finest grids give $T=0.509521$ eV, an error of $-0.013$ meV against $-0.31$ meV. The formula for $p_k$ fails as written, but the magnitudes of the ratios still carry the order: $\log_2|D_k/D_{k+1}|$ is $1.18$, $0.91$ and $1.05$, approaching one. One cure is to place a grid point on the step and assign it the mean potential $V_0/2$. With $48,96,\ldots,768$ intervals the observed orders become $1.995$, $1.999$ and $2.000$. Here the failed ratio condition pointed to a fault in the grid, which further doubling of $N=32$ would not have removed.
